# Convexity and Fractional Occupation in Reduced and Full Hartree-Fock Theory, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theory without exchange

**Setting.** Consider $N$ electrons, $N$ an integer, in a real, spin-independent external potential energy $V(\mathbf r)$. The one-electron operator is

$$h=-\frac{\hbar^2}{2m}\nabla^2+V .$$

We assume that $h$ is self-adjoint and bounded below, and that orbitals of finite energy have finite kinetic energy. Nuclear attractions and confining potentials such as the harmonic oscillator qualify.

A state is described by its one-particle density matrix $\gamma$, a self-adjoint operator on two-component spinors. The admissible set $\mathcal A$ is defined by

$$0\le\gamma\le 1,\qquad \operatorname{Tr}\gamma=N,\qquad \text{finite energy}.$$

The eigenvalues of $\gamma$ are occupation numbers. When they are all 0 or 1, $\gamma$ is a projection and describes a single Slater determinant. Write $x=(\mathbf r,\sigma)$, with $\int dx$ including the spin sum. The density is $\rho(\mathbf r)=\sum_\sigma\gamma(\mathbf r\sigma,\mathbf r\sigma)$.

With $w(\mathbf r,\mathbf r')=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$, define

$$D(f,g)=\iint f(\mathbf r)\,w(\mathbf r,\mathbf r')\,g(\mathbf r')\,d^3r\,d^3r',\qquad v_\rho(\mathbf r)=\int w(\mathbf r,\mathbf r')\rho(\mathbf r')\,d^3r'.$$

The reduced Hartree-Fock (rHF) energy keeps the classical repulsion and drops exchange:

$$E(\gamma)=\operatorname{Tr}h\gamma+\tfrac12D(\rho,\rho).\tag{1}$$

The set $\mathcal A$ is convex: if $\gamma_0,\gamma_1\in\mathcal A$, then $(1-t)\gamma_0+t\gamma_1\in\mathcal A$ for $0\le t\le1$, because each condition survives averaging.

### (a) Show that $v_\rho$ is bounded, and that $D(f,f)>0$ for every nonzero difference $f$ of two admissible densities.

**Solution.** Take a normalized orbital $\varphi$ and a point $\mathbf r_0$. Let $\mathbf s=\mathbf r-\mathbf r_0$ and $\hat{\mathbf s}=\mathbf s/s$. Since $\nabla\cdot\hat{\mathbf s}=2/s$, integration by parts and the Cauchy-Schwarz inequality give

$$2\int\frac{|\varphi|^2}{s}\,d^3r=-\int\hat{\mathbf s}\cdot\nabla|\varphi|^2\,d^3r\le2\|\varphi\|\,\|\nabla\varphi\| .$$

Write $\rho=\sum_jn_j|\varphi_j|^2$ with $\sum_jn_j=N$. A second use of Cauchy-Schwarz gives

$$v_\rho(\mathbf r_0)\le\frac{e^2}{4\pi\varepsilon_0}\sum_jn_j\|\nabla\varphi_j\|\le\frac{e^2}{4\pi\varepsilon_0}\sqrt N\Big(\sum_jn_j\|\nabla\varphi_j\|^2\Big)^{1/2}.$$

The last sum is finite because the kinetic energy is. Thus $v_\rho$ is bounded, $D(\rho,\rho)=\int v_\rho\rho$ is finite, and adding $v_\rho$ to $h$ leaves the class of finite-energy orbitals unchanged.

For the sign of $D(f,f)$, use $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$ and a screened interaction. Its transform is

$$\int\frac{e^{-\kappa r}}{r}e^{-i\mathbf k\cdot\mathbf r}d^3r=\frac{4\pi}{k}\int_0^\infty e^{-\kappa r}\sin(kr)\,dr=\frac{4\pi}{k^2+\kappa^2}.$$

Densities of finite kinetic energy are square-integrable by the Sobolev inequality, so Parseval's identity applies to $f$. Now let $\kappa\to0$. In real space the integrand is dominated by $|f|\,w\,|f|$, which is integrable because $|f|\le\rho_0+\rho_1$. In $\mathbf k$ space the integrand increases monotonically. Both sides converge, and $4\pi$ cancels:

$$D(f,f)=\frac{e^2}{\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}\frac{|\hat f(\mathbf k)|^2}{k^2}.\tag{2}$$

This is nonnegative, and it vanishes only when $\hat f=0$, hence $f=0$. Physically, (2) is twice the electrostatic field energy of the charge distribution $ef$. A charge distribution without a field has no charge anywhere.

### (b) Show that $E$ is convex and that all minimizers share one density. Is the minimizing $\gamma$ itself unique?

**Solution.** Let $\gamma_t=(1-t)\gamma_0+t\gamma_1$ and $f=\rho_1-\rho_0$. The term $\operatorname{Tr}h\gamma_t$ is linear in $t$. For the repulsion, $\rho_t=\rho_0+tf$ gives

$$D(\rho_t,\rho_t)=D(\rho_0,\rho_0)+2tD(\rho_0,f)+t^2D(f,f).$$

Setting $t=1$ gives $2D(\rho_0,f)=D(\rho_1,\rho_1)-D(\rho_0,\rho_0)-D(f,f)$. Insert this:

$$D(\rho_t,\rho_t)=(1-t)D(\rho_0,\rho_0)+tD(\rho_1,\rho_1)-t(1-t)D(f,f).$$

Therefore

$$E(\gamma_t)=(1-t)E(\gamma_0)+tE(\gamma_1)-\tfrac12t(1-t)\,D(\rho_1-\rho_0,\rho_1-\rho_0).\tag{3}$$

By (a) the last term is never positive, so $E$ is convex. If $\gamma_0$ and $\gamma_1$ are both minimizers with energy $E_{\min}$, then at $t=\frac12$

$$E(\gamma_{1/2})=E_{\min}-\tfrac18D(\rho_1-\rho_0,\rho_1-\rho_0).$$

This may not lie below $E_{\min}$, so $D(\rho_1-\rho_0,\rho_1-\rho_0)=0$ and $\rho_1=\rho_0$. The argument concerns uniqueness; it does not prove that a minimizer exists for every $V$.

The density matrix need not be unique. For $N=1$, suppose $|\varphi\rangle\langle\varphi|\otimes\tau$ is a minimizer, with $\tau$ a $2\times2$ spin density matrix of unit trace. Replacing $\tau$ by any other such matrix changes neither $\operatorname{Tr}h\gamma$ nor $\rho$. One choice is a projection and another has occupations $\frac12,\frac12$. A fractional minimizer therefore does not by itself show that fractions are needed.

### (c) Characterize the minimizers through the mean-field operator, and bound the error of a trial $\gamma$.

**Solution.** Let $H_\gamma=h+v_\rho$. For $\gamma'\in\mathcal A$, set $\delta=\gamma'-\gamma$, with density $\rho_\delta$. Expanding (1) gives

$$E(\gamma')-E(\gamma)=\operatorname{Tr}h\delta+D(\rho,\rho_\delta)+\tfrac12D(\rho_\delta,\rho_\delta).$$

Here $D(\rho,\rho_\delta)=\int v_\rho\rho_\delta=\operatorname{Tr}v_\rho\delta$, so

$$E(\gamma')-E(\gamma)=\operatorname{Tr}H_\gamma(\gamma'-\gamma)+\tfrac12D(\rho'-\rho,\rho'-\rho).\tag{4}$$

If $\gamma$ is a minimizer, apply (4) to $\gamma+t(\gamma'-\gamma)$, divide by $t>0$ and let $t\to0$. The quadratic term disappears, leaving $\operatorname{Tr}H_\gamma(\gamma'-\gamma)\ge0$ for all $\gamma'\in\mathcal A$. Conversely, if this inequality holds, (4) and $D\ge0$ give $E(\gamma')\ge E(\gamma)$. Thus $\gamma$ minimizes $E$ if and only if it minimizes the linear function $\operatorname{Tr}H_\gamma\gamma'$ with $H_\gamma$ held fixed.

To solve the linear problem, assume that $H=H_\gamma$ has at least $N$ eigenvalues, counted with multiplicity, below its essential spectrum. Let $\mu$ be the $N$th of them, and let $P_<,P_0,P_>$ project onto $H<\mu$, $H=\mu$ and $H>\mu$. Since $\operatorname{Tr}\gamma'=N$ is fixed, we may minimize

$$\operatorname{Tr}(H-\mu)\gamma'=\operatorname{Tr}|H-\mu|P_>\gamma'P_>-\operatorname{Tr}|H-\mu|P_<\gamma'P_< .$$

The first term is at least zero, with equality only if $P_>\gamma'P_>=0$. Because $\gamma'\ge0$, this implies $\gamma'P_>=0$. The second term is smallest only if $P_<\gamma'P_<=P_<$. Because $1-\gamma'\ge0$, this implies $\gamma'P_<=P_<$. Both conditions can be met with the correct trace, by the choice of $\mu$. The minimizers of $E$ are therefore the $\gamma\in\mathcal A$ satisfying

$$\gamma=P_<+\delta,\qquad 0\le\delta\le P_0,\qquad \operatorname{Tr}\delta=N-\operatorname{Tr}P_<,\tag{5}$$

where the projections belong to the operator $H_\gamma$ made from $\gamma$ itself. Fractions can occur only at the Fermi level $\mu$. If that level is completely filled, $\delta=P_0$ and $\gamma$ is a projection.

For a trial $\gamma$ that is not a minimizer, let $\gamma_{\rm fill}$ minimize the linear problem with $H_\gamma$. Dropping the nonnegative quadratic term in (4) gives an upper bound on the energy error. Applying (4) around a minimizer, where the linear term is nonnegative, gives a lower bound:

$$\operatorname{Tr}H_\gamma(\gamma-\gamma_{\rm fill})\ \ge\ E(\gamma)-E_{\min}\ \ge\ \tfrac12D(\rho-\rho_{\min},\rho-\rho_{\min}).\tag{6}$$

### (d) Let $V$ be central, and let one electron occupy a Fermi-level shell of angular momentum $l=1$ or $l=2$, all lower shells being full. Can $\gamma$ be a projection?

**Solution.** A rotation turns a minimizer into another minimizer with the rotated density. By (b) the two densities agree, so $\rho$ is spherical. Full shells have spherical densities, and the density of $\delta$ must therefore be spherical too.

Let the shell have real orbitals $R(r)Y_a$, $a=1,\dots,2l+1$. Let $M_{ab}=\sum_\sigma\delta_{a\sigma,b\sigma}$ be the spin-traced occupation matrix, with $\operatorname{Tr}M=1$. Since $M$ is Hermitian, its imaginary part is antisymmetric and drops out of the density

$$\rho_\delta=R^2\sum_{ab}(\operatorname{Re}M)_{ab}Y_aY_b .$$

The angular sum must equal a constant, and integration over angles fixes it as $1/4\pi$. Moreover, rotations mix the $Y_a$ by an orthogonal matrix, so $\sum_aY_a^2$ is constant, equal to $(2l+1)/4\pi$. Hence the real symmetric matrix

$$Q=\operatorname{Re}M-\frac{1}{2l+1}\mathbb 1\quad\text{satisfies}\quad\sum_{ab}Q_{ab}Y_aY_b=0 .$$

This forces $Q=0$ if the products $Y_aY_b$, $a\le b$, are linearly independent. After multiplication by $r^{2l}$ they are homogeneous polynomials of one degree, so a relation on the sphere holds in all space.

For $l=1$ the products are the six distinct monomials $x^2,y^2,z^2,xy,yz,zx$. For $l=2$ use the basis $xy,\ yz,\ zx,\ A=x^2-y^2,\ B=y^2-z^2$; a change of basis does not affect independence. Sort the 15 products by their parity in each coordinate:

- Even in all coordinates: $x^2y^2$, $y^2z^2$, $z^2x^2$, $A^2$, $AB$, $B^2$. In a vanishing combination, $x^4$ occurs only in $A^2$ and $z^4$ only in $B^2$, so these two coefficients vanish. Then $y^4$ removes $AB$, and three distinct monomials remain.
- Odd in $x$ and $y$: $xyz^2$, $xyA=x^3y-xy^3$, $xyB=xy^3-xyz^2$. The monomials $x^3y$, $xy^3$ and $xyz^2$ remove them in turn.
- Odd in $y$ and $z$: $x^2yz$, $yzA=x^2yz-y^3z$, $yzB=y^3z-yz^3$. Use $yz^3$, $y^3z$, $x^2yz$ in turn.
- Odd in $z$ and $x$: $xy^2z$, $zxA=x^3z-xy^2z$, $zxB=xy^2z-xz^3$. Use $x^3z$, $xz^3$, $xy^2z$ in turn.

Thus

$$\operatorname{Re}M=\frac{1}{2l+1}\mathbb 1,\tag{7}$$

a matrix of rank $2l+1$.

If $\gamma$ is a projection, so is $\delta$, and with unit trace it is built from one spinor with amplitudes $c_{a\sigma}=p_{a\sigma}+iq_{a\sigma}$. Then

$$(\operatorname{Re}M)_{ab}=\sum_\sigma(p_{a\sigma}p_{b\sigma}+q_{a\sigma}q_{b\sigma}),$$

which is a sum of four matrices of rank at most one. Its rank is at most 4. For a d shell, (7) requires rank 5, so no projection is a minimizer and fractions are necessary.

For a p shell rank 3 is permitted, and the spinor

$$\chi=\frac{R(r)}{\sqrt{4\pi}\,r}\begin{pmatrix}z\\x+iy\end{pmatrix},\qquad |\chi|^2=\frac{R^2}{4\pi r^2}(z^2+x^2+y^2)=\frac{R^2}{4\pi}$$

achieves it. One p electron can therefore avoid fractional occupation by combining spin and orbital motion. If its spin direction is held fixed, one component remains, the rank is at most 2, and fractions are needed in the p shell as well.

### (e) Construct a potential for which fractional occupation is provably necessary.

**Solution.** Start from the oscillator $H_{\rm osc}=-\hbar^2\nabla^2/2m+\frac12m\omega^2r^2$. Its three lowest levels are $\frac32\hbar\omega$ (1s), $\frac52\hbar\omega$ (1p) and $\frac72\hbar\omega$ (2s and 1d), where the number counts levels of given $l$. They hold 2, 6 and 12 electrons. For $N=9$ define

$$\gamma_*=P_{1s}+P_{1p}+\tfrac1{10}P_{1d},$$

where the projections include spin. The trace is $2+6+10/10=9$. Let $\rho_*$ be the density and choose

$$V=\tfrac12m\omega^2r^2-v_{\rho_*}.$$

The added term is the attraction of a fixed positive charge cloud $e\rho_*$. It is bounded by (a). The mean field of $\gamma_*$ cancels it, so $H_{\gamma_*}=H_{\rm osc}$. The matrix $\gamma_*$ has the form (5) with $\mu=\frac72\hbar\omega$, and is therefore a minimizer.

Any other minimizer has the same density by (b), hence the same mean-field operator, and equals $P_{1s}+P_{1p}+\delta$ with $\delta$ in the twelve-dimensional third level. If it were a projection, $\delta$ would come from one spinor $\chi$. The density of $\delta$ must equal that of $\frac1{10}P_{1d}$, which vanishes at the origin. The 2s orbital is proportional to $(\frac32-m\omega r^2/\hbar)e^{-m\omega r^2/2\hbar}$ and does not vanish there, whereas the d orbitals do. So $\chi$ has no 2s part. It is a pure d spinor with spherical density, which (d) excludes. Every minimizer for this $V$ has fractional occupations.

## Second half: full Hartree-Fock and a worked ion

**Symbols and results carried over.** $\mathcal A$ is the set of density matrices with $0\le\gamma\le1$, $\operatorname{Tr}\gamma=N$ and finite energy; $h$ is the one-electron operator, $w$ the Coulomb interaction, $D$ its quadratic form for densities and $v_\rho$ the Hartree potential. The rHF energy is $E(\gamma)=\operatorname{Tr}h\gamma+\frac12D(\rho,\rho)$. On a segment it lies below its chord by $\frac12t(1-t)D(\rho_1-\rho_0,\rho_1-\rho_0)$, by (3). Its minimizers share one density and fill the levels of $H_\gamma=h+v_\rho$, with fractions possible only at the Fermi level, by (5). The error bounds are (6). For one electron in a d shell of a central potential, the real part of the spin-traced occupation matrix $M$ must be $\frac15\mathbb1$, by (7), while one spinor gives it rank at most 4.

Full Hartree-Fock (HF) adds exchange:

$$E_{\rm HF}(\gamma)=E(\gamma)-\tfrac12\iint w(\mathbf r,\mathbf r')\,|\gamma(x,x')|^2\,dx\,dx'.\tag{8}$$

Here every spinor is free. No spin or spatial symmetry is imposed.

### (f) Find the energy change when occupation $t$ is moved from an orbital $b$ to an orthogonal orbital $a$.

Without exchange, the energy is convex, all minimizers share one density, and fractional occupations can occur only at the Fermi level, where one electron in a d shell of a central potential makes them necessary. It remains to find the energy change asked for in (f), to see what exchange does to fractional occupation, and to work through the ion Fe$^{7+}$.
